\section*{Why the diffuse mismatch model gives identical crystals a thermal resistance}

\section*{Two equal sides}

\textbf{Q.} My thermal model of a radio-frequency transistor has a region boundary inside one crystal, put there for bookkeeping. I gave it a boundary resistance from the diffuse mismatch model. With the same crystal on both sides there is no mismatch, so the resistance should vanish. Yet the temperature drops by some twenty kelvin there. Where is the bug?

\textbf{A.} The belief that equal sides give zero is the trouble. Let us work out what the model assigns to them. Count the vibrational channels first. At frequency $\omega$ and fixed wave vector $\mathbf k_\parallel$ along the plane, a channel is a wave travelling towards the plane. Let $M_i(\omega)$ be the number of channels per unit area on side $i$. The heat flux arriving from a side with phonon occupation $n(\omega)$ is
\begin{equation}
\int_{v_x>0}\frac{d^3k}{(2\pi)^3}\,v_x\hbar\omega\,n
=\int\frac{d\omega}{2\pi}\,\hbar\omega\,n(\omega)\,M(\omega),
\end{equation}
because $v_x\,dk_x=d\omega$ at fixed $\mathbf k_\parallel$. The speed has cancelled, leaving the count.

The model assumes that scattering at the plane conserves frequency and that a scattered phonon forgets its direction, its polarisation and the side it came from. Let $\tau_{12}$ be the probability that a phonon from side 1 ends on side 2. A phonon from side 2 must end on side 2 with the same probability. For that phonon this is reflection, with probability $1-\tau_{21}$, so
\begin{equation}
\tau_{12}=1-\tau_{21}.
\end{equation}
At equal temperatures no net heat may cross at any frequency:
\begin{equation}
M_1\tau_{12}=M_2\tau_{21}=M_2(1-\tau_{12})
\quad\Longrightarrow\quad
\tau_{12}=\frac{M_2}{M_1+M_2}.
\end{equation}
Now put the same crystal, in the same orientation, on both sides. Then $M_1=M_2$ and $\tau_{12}=1/2$. The count cancels, so this holds at each frequency and temperature and for any dispersion.

\textbf{Q.} But nothing is there. Surely every phonon crosses.

\textbf{A.} It does. A travelling wave of the perfect crystal already satisfies the equations of motion on both sides of a line drawn through it, so no reflected wave is needed and the true transmission is 1. The model's algebra is sound. Its premise, that every phonon is scrambled at the plane, is false for a plane that does not exist. ``Mismatch'' in the name suggests that scattering is caused by the difference between the crystals. In fact the scattering is assumed from the start, and the difference sets only how the scattered phonons are shared out.

\textbf{Q.} Perhaps identical crystals are a singular case, and the model is right as the difference becomes small.

\textbf{A.} Try a simple cubic lattice with one displacement per site and equal springs $K$, with mass $m$ on the left and an equal or larger mass on the right. I computed the wave transmission with lattice Green functions at $\omega^2=2.9\,K/m$, averaged over the incoming channels on a $120\times120$ grid of $\mathbf k_\parallel$. For a mass ratio of 1.5 the true mean is 0.70 and the diffuse model gives 0.65. For a ratio of 1.05 they are 0.99 and 0.52. For equal masses they are 1 and 0.50. As the step disappears, the wave result tends to 1 and the model tends to one-half. The near agreement at ratio 1.5 belongs to this lattice and frequency; it does not show that a sharp interface scatters diffusely.

\section*{From transmission to a temperature drop}

\textbf{Q.} Suppose half the phonons are turned back. How large is the resistance?

\textbf{A.} That depends on which temperatures you subtract. Take an isotropic crystal and small temperature differences, and measure all temperatures from a common reference. Define
\begin{equation}
S=\sum_{\text{modes}}C\,v,
\end{equation}
with $C$ the heat capacity per volume of a mode and $v$ its group speed. Let $\mu$ be the cosine of the angle to the normal. Phonons emitted at temperature $T$ carry the one-way flux
\begin{equation}
\frac S2\int_0^1\mu\,T\,d\mu=\frac{S}{4}\,T .
\end{equation}
If the phonons arriving from the two sides were emitted at $T_1^{\rm e}$ and $T_2^{\rm e}$, the net flux and the resistance are
\begin{equation}
q=\tau\frac S4\,(T_1^{\rm e}-T_2^{\rm e}),\qquad
R_{\rm em}=\frac{T_1^{\rm e}-T_2^{\rm e}}{q}=\frac{4}{\tau S}.
\end{equation}
With $\tau=1/2$ this is $8/S$. With $\tau=1$ it is still $4/S$.

\textbf{Q.} So even perfect transmission has a resistance?

\textbf{A.} Between emission temperatures, yes. Phonons moving right come from a hotter place than phonons moving left; otherwise no heat would flow. That difference exists at any plane in a crystal carrying heat, and it is no property of an interface. A simulator based on Fourier's law uses the crystal temperature on each side, so we need the drop between those.

Give all phonons one mean free path $\Lambda$, the gray approximation. Far from the plane the temperature of phonons with direction $\mu$ is $T_\mu=T-\mu\Lambda T'$: they bring the temperature of the place one path back. The flux is then
\begin{equation}
q=\frac S2\int_{-1}^{1}\mu\,(T-\mu\Lambda T')\,d\mu=-\frac{S\Lambda}{3}T',
\qquad \kappa=\frac{S\Lambda}{3}.
\end{equation}
Let $T_1$ and $T_2$ be the straight temperature lines of the two sides extended to the plane. As an estimate, use the same form of $T_\mu$ right up to the plane. The flux arriving from the left is
\begin{equation}
J_+=\frac S2\int_0^1\mu\,(T_1-\mu\Lambda T')\,d\mu
=\frac S4T_1-\frac{S\Lambda}{6}T'=\frac S4T_1+\frac q2 .
\end{equation}
For the flux arriving from the right the direction term changes sign:
\begin{equation}
J_-=\frac S2\int_0^1\mu\,(T_2+\mu\Lambda T')\,d\mu=\frac S4T_2-\frac q2 .
\end{equation}
The plane passes a fraction $\tau$ of each, so
\begin{align}
q&=\tau(J_+-J_-)=\tau\left[\frac S4(T_1-T_2)+q\right],\\
(1-\tau)\,q&=\frac{\tau S}{4}(T_1-T_2),\\
R&=\frac{T_1-T_2}{q}=\frac{4(1-\tau)}{\tau S}.
\label{eq:R}
\end{align}
For $\tau=1$ the resistance is zero, as it should be. For $\tau=1/2$ it is $4/S$. Using crystal temperatures removes half of the $8/S$. The other half comes from the false transmission.

\textbf{Q.} What holds up that remaining drop, physically?

\textbf{A.} In undisturbed crystal the opposing one-way fluxes differ by $q$, and the gradient supplies that difference. At the diffuse plane half of each arriving flux is sent back, so the arriving fluxes must differ by $2q$ to deliver $q$. The gradient still supplies only one $q$. The other has to come from a hotter left side and a cooler right side, with $S(T_1-T_2)/4=q$. Heat accumulates in front of the plane until this difference is established. In terms of length,
\begin{equation}
\kappa R=\frac{S\Lambda}{3}\,\frac4S=\frac43\Lambda ,
\end{equation}
so the imaginary plane acts like an extra slice of crystal four-thirds of a mean free path thick.

\section*{How good is the estimate, and how absurd is the result?}

\textbf{Q.} You used the bulk form of $T_\mu$ next to a plane that changes the directions. Does that matter?

\textbf{A.} Somewhat. The plane sends out isotropic fluxes: $\tau J_++(1-\tau)J_-$ to the right and $(1-\tau)J_++\tau J_-$ to the left. Dividing by $S/4$ gives their emission temperatures $e_R$ and $e_L$, so
\begin{equation}
\frac S4(e_L-e_R)=(1-2\tau)(J_+-J_-)=\frac{1-2\tau}{\tau}\,q .
\end{equation}
Each side is now a half-space in front of a black wall at a known temperature, which is Milne's problem. Its extended temperature line differs from the wall temperature by $h\Lambda|T'|$, where $h=0.7104$ is the Hopf constant. Since $\Lambda|T'|=3q/S$, the two sides together contribute $6hq/S$, and
\begin{equation}
R=\frac1S\left[\frac{4(1-2\tau)}{\tau}+6h\right].
\end{equation}
Replacing $h$ by $2/3$ returns Eq.~\eqref{eq:R}. For $\tau=1/2$ the result is $6h/S=4.26/S$. I also solved the gray transport equation by discrete ordinates for a slab $12\Lambda$ thick between black contacts. A diffuse half-transmitting plane in the middle added $4.26/S$.

At $\tau=1$ the formula leaves $(6h-4)/S=0.26/S$. That describes a plane which passes everything but scrambles the forward directions. An imaginary plane preserves the directions too, and its resistance is zero.

\textbf{Q.} Could I accept the drop as a small modelling cost?

\textbf{A.} Then its size would depend on how many lines you draw. Take a slab with no scattering inside, and put $N$ such planes in it. In the gap after plane $i$ let $a_i$ and $b_i$ be the right- and left-going fluxes, with $i=0$ before the first plane. Conservation gives $a_i-b_i=q$. At the next plane
\begin{equation}
q=\tfrac12(a_i-b_{i+1})=\tfrac12(a_i-a_{i+1}+q)
\quad\Longrightarrow\quad a_i-a_{i+1}=q .
\end{equation}
Adding the $N$ steps gives $a_0-a_N=Nq$. The contacts fix $a_0=ST_h/4$ and $b_N=a_N-q=ST_c/4$. Hence
\begin{equation}
q=\frac{1}{N+1}\,\frac S4\,(T_h-T_c).
\end{equation}
Three imaginary planes cut the heat flow to a quarter. In a diffusive gray crystal, planes many mean free paths apart each add about $4.26/S$. A material property cannot depend on bookkeeping lines.

\section*{The transistor}

\textbf{Q.} Can this account for my twenty kelvin?

\textbf{A.} Take round parameters: sound speeds $v_s$ of 8000~m/s for one longitudinal branch and 4000~m/s for two transverse ones, $n_c=4.4\times10^{28}$ cells per m$^3$, 400~K, and $\kappa=150$~W/(m\,K). Each branch fills a sphere of radius $k_D=(6\pi^2n_c)^{1/3}=13.8$~nm$^{-1}$ with
\begin{equation}
\omega=\frac{2v_sk_D}{\pi}\sin\frac{\pi k}{2k_D},\qquad
v=v_s\cos\frac{\pi k}{2k_D}.
\end{equation}
With $x=\hbar\omega/k_BT$, numerical quadrature gives
\begin{equation}
S=\sum_{\rm branches}\int_0^{k_D}\frac{k^2dk}{2\pi^2}\,
k_B\left[\frac{x/2}{\sinh(x/2)}\right]^2v
=3.315~\mathrm{GW/(m^2K)} .
\end{equation}
Let the device dissipate 5~W per mm of gate width in a strip 0.5~$\mu$m wide, with all the heat crossing the plane:
\begin{equation}
q=\frac{5\times10^3~\mathrm{W/m}}{0.5\times10^{-6}~\mathrm m}
=10~\mathrm{GW/m^2}=10~\mathrm{mW/\mu m^2}.
\end{equation}
The emission-temperature resistance is $8/S=2.41$~m$^2$K/GW, and inserting it in a Fourier simulator produces a step of 24~K. Of this, 12~K is the ballistic difference that does not belong in such a simulator. The other 12~K comes from $4/S=1.21$~m$^2$K/GW, the model's false reflection; the gray kinetic value is 13~K. The correct step is zero. For comparison, $\Lambda=3\kappa/S=136$~nm, so the false reflection acts as 181~nm of extra crystal, and the ordinary drop across 1~$\mu$m is $q\,(1~\mu\mathrm m)/\kappa=67$~K.

\textbf{Q.} How far can I trust those kelvins for a real device?

\textbf{A.} The parameters are rough values in the regime of gallium nitride radio-frequency transistors, with one cell counted per gallium--nitrogen pair. A single changed assumption moves the drop by up to a factor of two or three, and several together move it by more. Changing one assumption at a time in the 12~K estimate, with the power held fixed, gives the following.
\begin{itemize}
\item Three optical branches at 70~meV with an assumed speed of 1000~m/s raise $S$ and lower the drop to 9~K.
\item Straight dispersion lines up to $k_D$ make the short waves too fast and give 5~K.
\item A temperature of 500~K changes little: 11.8~K.
\item Heat spreads sideways. Fourier's law under a uniform strip of width $w$ leaves a fraction $(2/\pi)\arctan(w/2d)=0.76$ of the flux at depth $d=100$~nm below its centre, giving 9~K. This is itself rough, since $d$ is less than $\Lambda$.
\end{itemize}

These changes all lower the drop, and they compound: straight dispersion, optical branches and spreading together give 3~K. Straight dispersion alone also lowers the $8/S$ step from 24~K to 9~K, so the match to your twenty kelvin depends on the dispersion your model uses. Giving up the single mean free path raises it. I let the scattering rate grow as $\omega^2$, kept $\kappa$ fixed, and solved a 1~$\mu$m slab between black contacts by discrete ordinates, with ten wave numbers per branch. The central plane then added about $8.1/S$, or 24 to 25~K, against $4.26/S$ for the gray slab. That this is close to the emission-temperature figure is a coincidence of the chosen numbers. With this rate the added resistance depends on the slab thickness: about $4.9/S$ at 0.1~$\mu$m, $12/S$ at 3~$\mu$m and $18/S$ at 10~$\mu$m, still rising because the paths of the long waves have no upper bound. With a rate independent of frequency it levels off near $5.1/S$.

Symmetry shows what the central plane does. At each frequency the fluxes arriving at the central plane deviate oppositely from the mean temperature, so their average leaves the plane at that temperature. The plane therefore acts as a black contact and cuts the slab of thickness $L$ into two independent halves:
\begin{equation}
R_{\rm added}=2R(L/2)-R(L)
=L\left[\frac1{\kappa_a(L/2)}-\frac1{\kappa_a(L)}\right],
\end{equation}
where $\kappa_a(L)=L/R(L)$ is the apparent conductivity of a slab. To see why a spread of paths raises this, treat the phonon groups roughly as independent parallel channels. Let group $j$ hold a share $s_j$ of $S$, with $\sum_j s_j=1$. Its resistance is $r_j/(s_jS)$, where $r_j\approx4+3L/\Lambda_j$ joins the ballistic and diffusive limits, and the plane adds about 4 to each $r_j$. The total is $R=1/(S\sum_j s_j/r_j)$. Raising every $r_j$ by a small $\delta$ raises it by
\begin{equation}
\delta R=\frac{\delta}{S}\,\frac{\sum_j s_j/r_j^2}{\left(\sum_j s_j/r_j\right)^2}\ \ge\ \frac{\delta}{S},
\end{equation}
because the mean of a square is at least the square of the mean. Equality needs equal paths. The inequality holds at each small step from $\delta=0$ to $\delta=4$, so in this estimate a spread makes the plane add more than $4/S$. For the 1~$\mu$m slab above, raising every $r_j$ by 4 gives $8.0/S$, close to the transport result.

\textbf{Q.} Then what should I put at the boundary?

\textbf{A.} If the crystal really is continuous there, require equal temperature and equal normal heat flux on the two sides in a Fourier simulator. In a phonon simulator, let every phonon pass with its direction and frequency unchanged. If the line marks a regrown surface with defects or impurities, a resistance may be real, but equal bulk crystals do not determine it. You then need the scattering of that particular layer. In a gray crystal the value $4/S$, with its kinetic correction, would be right if the layer scrambled every phonon as the model assumes; a spread of mean free paths changes it, as above.
